# BMT Spin Precession and the Thomas Factor from the Dirac Equation: a program that tests the result

```python
"""
Result under test: the semiclassical Dirac equation gives ds/dt = Omega x s,
  Omega = -q[(a+1/g)B - a g/(g+1) (v.B)v - (a+1/(g+1)) v x E],
the Bargmann-Michel-Telegdi (BMT) law, and hence the Thomas factor 1/2.
Here m = c = 1, q = charge, v = velocity, g = Lorentz factor, u = g v,
a = magnetic anomaly (zero for the bare Dirac equation), s = rest-frame spin,
E, B = fields. hbar is a free small parameter in the semiclassical tests.
The hydrogen-like part uses atomic units with c = 1/alpha.
"""
import numpy as np
import sympy as sp
import mpmath as mp
from scipy import constants as const
from scipy.integrate import quad, solve_ivp

sigma = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]])
one2 = np.eye(2)
alpha = np.array([np.kron(sigma[0], s) for s in sigma])
Sigma = np.array([np.kron(one2, s) for s in sigma])
beta = np.kron(sigma[2], one2)
charge = -1.0
rng = np.random.default_rng(7)


def dot(vector, matrices):
    return np.tensordot(vector, matrices, 1)


def bmt(u, E, B, a):
    g = np.sqrt(1 + u @ u)
    v = u / g
    return -charge * ((a + 1/g) * B - a * g/(g + 1) * (v @ B) * v
                      - (a + 1/(g + 1)) * np.cross(v, E))


def larmor_and_thomas(u, E, B):
    g = np.sqrt(1 + u @ u)
    rest_B = g * B - np.cross(u, E) - u * (u @ B) / (g + 1)
    force = charge * (E + np.cross(u / g, B))
    return -charge * rest_B / g, -np.cross(u, force) / (g + 1)


def positive_spinors(p):
    e = np.sqrt(1 + p @ p)
    return np.vstack([(e + 1) * one2, dot(p, sigma)]) / np.sqrt(2*e*(e + 1))


def boost(u):
    g = np.sqrt(1 + u @ u)
    return ((g + 1) * one2 + dot(u, sigma)) / np.sqrt(2 * (g + 1))


# --- squared Dirac equation, checked on explicit space-time functions ---
x, y, z, t, qs, hb, cs = sp.symbols("x y z t q hbar c", real=True)
xyz = (x, y, z)
phi = x*y + t*z**2
A = (y*z + t*x, x**2*t, x*y + t*z)
pauli = [sp.Matrix([[0, 1], [1, 0]]), sp.Matrix([[0, -sp.I], [sp.I, 0]]),
         sp.Matrix([[1, 0], [0, -1]])]
trial = sp.Matrix([x*t + y**2, z*x + t**2])


def W(f):
    return sp.I*hb*f.diff(t) - qs*phi*f


def P(j, f):
    return -sp.I*hb*f.diff(xyz[j]) - qs*A[j]*f


def sigma_P(f):
    return sum((pauli[j]*P(j, f) for j in range(3)), sp.zeros(2, 1))


E_sym = [-sp.diff(phi, xyz[j]) - sp.diff(A[j], t) for j in range(3)]
B_sym = [sp.diff(A[(j+2) % 3], xyz[(j+1) % 3])
         - sp.diff(A[(j+1) % 3], xyz[(j+2) % 3]) for j in range(3)]
inner = W(trial) - cs*sigma_P(trial)
product = W(inner) + cs*sigma_P(inner)
squared = W(W(trial))
for j in range(3):
    squared -= cs**2 * P(j, P(j, trial))
    squared += qs*hb*cs**2 * (B_sym[j] - sp.I*E_sym[j]/cs) * pauli[j]*trial
assert (product - squared).applyfunc(sp.expand) == sp.zeros(2, 1)

# --- order-hbar solvability condition from four-component spinors ---
levi = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    levi[i, j, k], levi[i, k, j] = 1, -1
step = 1e-4
transport_error = boost_error = split_error = 0.0
for trial_number in range(20):
    p, E, B = rng.normal(size=(3, 3))
    a = rng.uniform(-1, 1)
    energy = np.sqrt(1 + p @ p)
    v = p / energy
    S = rng.normal(size=(3, 3))
    grad_p = S + S.T - charge/2 * np.einsum("jkl,l->jk", levi, B)
    dp_dt = charge * E - grad_p @ v
    U = positive_spinors(p)
    dU = [(positive_spinors(p + step*n) - positive_spinors(p - step*n))
          / (2*step) for n in np.eye(3)]
    change = sum(dp_dt[k] * dU[k] for k in range(3))
    for j in range(3):
        for k in range(3):
            change = change + grad_p[j, k] * alpha[j] @ dU[k]
    pauli_term = -a*charge/2 * (beta @ dot(B, Sigma)
                               - 1j * beta @ dot(E, alpha))
    found = U.conj().T @ (change + 1j * pauli_term @ U)
    div_v = np.sum((np.eye(3) - np.outer(v, v)) / energy * grad_p)
    expected = div_v/2 * one2 + 0.5j * dot(bmt(p, E, B, a), sigma)
    transport_error = max(transport_error, abs(found - expected).max())

    # two-spinor route: boost factor and its change under the Lorentz force
    force = charge * (E + np.cross(v, B))
    L = boost(p)
    dL = (boost(p + step*force) - boost(p - step*force)) / (2*step)
    K = charge/(2*energy) * dot(E + 1j*B, sigma)
    generator = np.linalg.solve(L, K @ L - dL)
    expected = -0.5j * dot(bmt(p, E, B, 0), sigma)
    boost_error = max(boost_error, abs(generator - expected).max())
    larmor, thomas = larmor_and_thomas(p, E, B)
    split = (1 + a)*larmor + thomas - bmt(p, E, B, a)
    split_error = max(split_error, abs(split).max())
assert transport_error < 1e-5 and boost_error < 1e-5
assert split_error < 1e-10
print(f"solvability test, largest deviation: {transport_error:.1e}")
print(f"boost-factor test, largest deviation: {boost_error:.1e}")

# --- time-dependent Dirac equation: momentum carried once round a circle ---
duration, p_loop = 20.0, 1.5


def loop(time):
    w = 2*np.pi / duration
    angle = w*time - np.sin(w*time)
    rate = w * (1 - np.cos(w*time))
    p = p_loop * np.array([np.cos(angle), np.sin(angle), 0])
    return p, rate * np.array([-p[1], p[0], 0])


def loop_rate(time, part):
    p, force = loop(time)
    E, B = force/charge, np.zeros(3)
    larmor, thomas = larmor_and_thomas(p, E, B)
    return {"net": bmt(p, E, B, 0), "larmor": larmor,
            "thomas": thomas}[part][2]


turn = {part: quad(loop_rate, 0, duration, args=(part,))[0]
        for part in ("larmor", "thomas", "net")}
gamma_loop = np.sqrt(1 + p_loop**2)
print(f"loop: momentum {p_loop} mc, Lorentz factor {gamma_loop:.5f}")
for part in turn:
    print(f"loop spin angle, {part}: {turn[part]:.5f} rad")
loop_errors = []
for hbar in (0.4, 0.2, 0.1):
    def dirac(time, psi):
        return -1j/hbar * ((dot(loop(time)[0], alpha) + beta) @ psi)
    start = positive_spinors(loop(0)[0]) @ np.array([1, 1]) / np.sqrt(2)
    sol = solve_ivp(dirac, (0, duration), start.astype(complex),
                    method="DOP853", rtol=1e-10, atol=1e-12)
    chi = positive_spinors(loop(duration)[0]).conj().T @ sol.y[:, -1]
    spin = [np.vdot(chi, s @ chi).real for s in sigma]
    angle = np.arctan2(spin[1], spin[0])
    miss = np.angle(np.exp(1j * (angle - turn["net"])))
    loop_errors.append(abs(miss))
    print(f"Dirac, duration {duration/hbar:.0f} hbar/mc2: "
          f"angle {angle:.5f} rad, miss {miss:.1e}")
assert loop_errors[-1] < 2e-3
assert loop_errors[0] > 3*loop_errors[1] > 9*loop_errors[2]

# --- Landau levels of the Dirac equation with a Pauli term ---
B_z, p_perp, p_z, a_test, n_level, n_max = 0.5, 0.8, 0.6, 0.05, 20, 40
hbar = p_perp**2 / (2 * B_z * n_level)
lower = np.sqrt(2*hbar*B_z) * np.diag(np.sqrt(np.arange(1, n_max)), 1)
unit = np.eye(n_max)
sigma_pi = np.block([[p_z*unit, lower], [lower.T, -p_z*unit]])
rest = np.eye(2*n_max)
H_landau = np.block([[rest, sigma_pi], [sigma_pi, -rest]])
moment = np.kron(np.diag([1, -1, -1, 1]), unit)


def doublet(a, n):
    levels = np.linalg.eigvalsh(H_landau - a*charge*hbar*B_z/2 * moment)
    center = np.sqrt(1 + p_z**2 + 2*hbar*B_z*n)
    return np.sort(levels[np.argsort(abs(levels - center))[:2]])


p = np.array([p_perp, 0, p_z])
B, no_E = np.array([0, 0, B_z]), np.zeros(3)
anomalous = np.linalg.norm(bmt(p, no_E, B, a_test) - bmt(p, no_E, B, 0))
quantum_rate = np.ptp(doublet(a_test, n_level)) / hbar
cyclotron = (doublet(0, n_level+1).mean()
             - doublet(0, n_level-1).mean()) / (2*hbar)
assert np.ptp(doublet(0, n_level)) < 1e-11
assert abs(quantum_rate/anomalous - 1) < 1e-3
assert abs(cyclotron/np.linalg.norm(bmt(p, no_E, B, 0)) - 1) < 1e-3
print(f"Landau doublet / BMT anomalous rate: {quantum_rate/anomalous:.7f}")

# --- covariant law against the three-vector law, both integrated ---
E_c, B_c, a_c = np.array([.3, -.2, .4]), np.array([-.1, .5, .2]), 0.3


def field_on(w):
    return charge * np.r_[E_c @ w[1:], E_c*w[0] + np.cross(w[1:], B_c)]


def four_spin(u, s):
    return np.r_[u @ s, s + u*(u @ s)/(1 + np.sqrt(1 + u @ u))]


def covariant(tau, state):
    U4, S4, s = state[:4], state[4:8], state[8:]
    FS = field_on(S4)
    U_FS = U4[0]*FS[0] - U4[1:] @ FS[1:]
    ds = U4[0] * np.cross(bmt(U4[1:], E_c, B_c, a_c), s)
    return np.r_[field_on(U4), (1 + a_c)*FS - a_c*U4*U_FS, ds]


u0, s0 = np.array([.5, .7, -.2]), np.array([.6, 0, .8])
initial = np.r_[np.sqrt(1 + u0 @ u0), u0, four_spin(u0, s0), s0]
end = solve_ivp(covariant, (0, 5), initial, method="DOP853",
                rtol=1e-11, atol=1e-12).y[:, -1]
covariant_error = abs(end[4:8] - four_spin(end[1:4], end[8:])).max()
assert covariant_error < 1e-7
assert np.linalg.norm(end[8:] - s0) > 0.1
print(f"covariant BMT test, deviation: {covariant_error:.1e}")

# --- worked example: electron under a transverse electric force ---
mc2 = const.m_e * const.c**2 / const.e
hbar_c = const.hbar * const.c / const.e * 1e10
anomaly = const.physical_constants["electron mag. mom. anomaly"][0]
force_eV_A = 1.0
E = np.array([0, force_eV_A * hbar_c / mc2**2 / charge, 0])
print(f"mc2 = {mc2:.2f} eV; hbar c = {hbar_c:.3f} eV angstrom")
print(f"transverse force = {force_eV_A:.1f} eV/angstrom")
for kinetic in (10.0, 1e5, 1e6):
    g = 1 + kinetic/mc2
    u = np.array([np.sqrt(g**2 - 1), 0, 0])
    larmor, thomas = larmor_and_thomas(u, E, np.zeros(3))
    net = bmt(u, E, np.zeros(3), 0)
    factor = net[2] / larmor[2]
    print(f"kinetic energy {kinetic:.0f} eV: gamma {g:.6f}, "
          f"v/c {u[0]/g:.6f}")
    print(f"  rest-frame term {larmor[2]*mc2:.5e} eV")
    print(f"  Thomas term {thomas[2]*mc2:.5e} eV")
    print(f"  net {net[2]*mc2:.5e} eV, net/rest-frame {factor:.6f}")
    if kinetic == 10.0:
        assert abs(factor - 0.5) < 1e-4
        real_factor = bmt(u, E, np.zeros(3), anomaly)[2] / larmor[2]
print(f"electron anomaly a = {anomaly:.8f}")
print(f"factor at 10 eV with anomaly: {real_factor:.6f}")

# --- worked example: 2p splitting of one-electron atoms ---
mp.mp.dps = 40
c_au = 1 / const.fine_structure
hartree = const.physical_constants["Hartree energy in eV"][0]
bohr = const.physical_constants["Bohr radius"][0] * 1e10


def dirac_level(Z, kappa, size=6):
    """Radial Dirac-Coulomb level nearest the nonrelativistic n = 2 level."""
    c = mp.mpf(c_au)
    s = mp.sqrt(kappa**2 - (Z/c)**2)
    decay = mp.mpf(Z) / 2

    def moment_integral(power):
        return mp.gamma(power + 1) / (2*decay)**(power + 1)
    H, S = mp.zeros(2*size), mp.zeros(2*size)
    for i in range(size):
        for j in range(size):
            overlap = moment_integral(2*s + i + j)
            inverse_r = moment_integral(2*s + i + j - 1)
            slope = (s + j)*inverse_r - decay*overlap
            S[i, j] = S[size+i, size+j] = overlap
            H[i, j] = -Z*inverse_r
            H[size+i, size+j] = -Z*inverse_r - 2*c**2*overlap
            H[i, size+j] = c*(-slope + kappa*inverse_r)
            H[size+i, j] = c*(slope + kappa*inverse_r)
    inverse = mp.cholesky(S)**-1
    matrix = inverse * H * inverse.T
    levels = mp.eigsy((matrix + matrix.T)/2, eigvals_only=True)
    return min(levels, key=lambda e: abs(e + mp.mpf(Z)**2/8))


def L_dot_s(j, l=1):
    return (j*(j + 1) - l*(l + 1) - 0.75) / 2


for Z in (1, 20):
    norm = quad(lambda r: r**4*np.exp(-Z*r), 0, 60/Z, epsabs=0)[0]
    cube = quad(lambda r: r*np.exp(-Z*r), 0, 60/Z, epsabs=0)[0] / norm
    without_thomas = (L_dot_s(1.5) - L_dot_s(0.5)) * Z*cube / c_au**2
    with_thomas = without_thomas / 2
    splitting = float(dirac_level(Z, -2) - dirac_level(Z, 1))
    ratio = splitting / with_thomas
    assert abs(ratio - 1) < 2*(Z/c_au)**2
    print(f"Z = {Z}: 2p mean r^-3 = {cube/bohr**3:.6g} angstrom^-3")
    print(f"  splitting without Thomas: {without_thomas*hartree:.6e} eV")
    print(f"  splitting with Thomas: {with_thomas*hartree:.6e} eV")
    print(f"  Dirac-Coulomb splitting: {splitting*hartree:.6e} eV")
    print(f"  the same in atomic units: {splitting:.6e} hartree")
    print(f"  Dirac / with Thomas: {ratio:.6f}; "
          f"(Z alpha)^2 = {(Z/c_au)**2:.3e}")

print("finished without a failed check")
```

Running it gives:

```
solvability test, largest deviation: 2.5e-09
boost-factor test, largest deviation: 2.4e-08
loop: momentum 1.5 mc, Lorentz factor 1.80278
loop spin angle, larmor: 7.84189 rad
loop spin angle, thomas: -5.04399 rad
loop spin angle, net: 2.79790 rad
Dirac, duration 50 hbar/mc2: angle 2.80157 rad, miss 3.7e-03
Dirac, duration 100 hbar/mc2: angle 2.79882 rad, miss 9.2e-04
Dirac, duration 200 hbar/mc2: angle 2.79813 rad, miss 2.3e-04
Landau doublet / BMT anomalous rate: 1.0000000
covariant BMT test, deviation: 7.0e-12
mc2 = 510998.95 eV; hbar c = 1973.270 eV angstrom
transverse force = 1.0 eV/angstrom
kinetic energy 10 eV: gamma 1.000020, v/c 0.006256
  rest-frame term 2.41582e-05 eV
  Thomas term -1.20792e-05 eV
  net 1.20790e-05 eV, net/rest-frame 0.499995
kinetic energy 100000 eV: gamma 1.195695, v/c 0.548221
  rest-frame term 2.11701e-03 eV
  Thomas term -1.15284e-03 eV
  net 9.64162e-04 eV, net/rest-frame 0.455437
kinetic energy 1000000 eV: gamma 2.956951, v/c 0.941079
  rest-frame term 3.63406e-03 eV
  Thomas term -2.71566e-03 eV
  net 9.18400e-04 eV, net/rest-frame 0.252720
electron anomaly a = 0.00115965
factor at 10 eV with anomaly: 0.501155
Z = 1: 2p mean r^-3 = 0.281181 angstrom^-3
  splitting without Thomas: 9.056520e-05 eV
  splitting with Thomas: 4.528260e-05 eV
  Dirac-Coulomb splitting: 4.528411e-05 eV
  the same in atomic units: 1.664160e-06 hartree
  Dirac / with Thomas: 1.000033; (Z alpha)^2 = 5.325e-05
Z = 20: 2p mean r^-3 = 2249.44 angstrom^-3
  splitting without Thomas: 1.449043e+01 eV
  splitting with Thomas: 7.245216e+00 eV
  Dirac-Coulomb splitting: 7.343052e+00 eV
  the same in atomic units: 2.698522e-01 hartree
  Dirac / with Thomas: 1.013504; (Z alpha)^2 = 2.130e-02
finished without a failed check
```
